\section*{Strain Amplitude and Relaxation Settings for Orthorhombic Elastic Constants}

\section{What symmetry fixes before any fit}

A finite-strain calculation of elastic constants deforms the cell, relaxes the atoms, records the stress and fits a slope. The user sets the strain amplitude, the strain pattern, the order of the fit and the force threshold. Symmetry fixes what these settings can determine.

Let $F$ map reference positions to deformed ones. A rigid rotation after the deformation leaves the energy unchanged, so the energy depends on $F$ through $F^{T}F$, that is, through the Green strain
\begin{equation}
E=\tfrac12(F^{T}F-1).
\end{equation}
Let $W$ be the energy per reference volume $V_0$. Strain has no dimension, so every derivative of $W$ with respect to $E$ is a stress. In Voigt order $11,22,33,23,13,12$, with doubled shear strains, the second-order term is $\frac12\sum_{ij}C_{ij}e_ie_j$ with $C_{ij}=C_{ji}$: 21 constants.

Reflecting the first axis reverses $e_5$ and $e_6$; reflecting the second reverses $e_4$ and $e_6$. No product of a normal strain with a shear, and no product of two different shears, survives both reflections. What remains is a symmetric $3\times3$ normal block and three shear constants: nine numbers. The translations in glide planes and screw axes do not act on a homogeneous strain, so the polar group $Pca2_1$ has the same nine. The two-fold axes of the class $222$ give the same signs.

Symmetry does not forbid a residual stress along the three axes. A cell clamped to a substrate or an electrode generally has one, and the fit must keep it apart from the slope.

\section{The stress to be fitted}

Suppose the code reports the Cauchy stress $\sigma$, force per deformed area, taken here as positive in tension. The stress conjugate to $E$ follows from the work in a small change $dF$. With $J=\det F$,
\begin{equation}
dW=J\,\sigma:\mathrm{sym}(dF\,F^{-1}).
\end{equation}
Differentiating the definition of $E$ gives
\begin{equation}
dE=\tfrac12(dF^{T}F+F^{T}dF)=F^{T}\,\mathrm{sym}(dF\,F^{-1})\,F .
\end{equation}
Solving for the symmetric part and inserting it,
\begin{equation}
dW=J\,\sigma:(F^{-T}dE\,F^{-1})=S:dE,\qquad
S=J\,F^{-1}\sigma F^{-T}.
\label{eq:pull}
\end{equation}
$S$ is the second Piola--Kirchhoff stress. Choose $E$ first and apply the symmetric stretch $F=(1+2E)^{1/2}$, obtained by diagonalizing $1+2E$, whose eigenvalues must be positive.

Choosing $F=1\pm h\epsilon$ instead gives $E=\pm h\epsilon+\frac12h^2\epsilon^2$, and the two strains are no longer opposite. The linear coefficient of the odd part of $S$ is still $C\epsilon$, but the even part acquires $\frac12h^2C:\epsilon^2$, a geometric term that would be read as material nonlinearity.

\section{What relaxing the atoms does}

Write deformed positions as $F(X+u)$, with $u$ the internal displacement in the reference frame. The relaxed $u(E)$ satisfies $W_u=0$, subscripts denoting derivatives. Differentiating this condition along the relaxed path,
\begin{equation}
W_{uE}+W_{uu}\frac{du}{dE}=0
\quad\Rightarrow\quad
\frac{du}{dE}=-W_{uu}^{+}W_{uE}.
\end{equation}
The pseudoinverse $W_{uu}^{+}$ omits the three uniform translations, which cost no energy and do not couple to strain. The relaxed stress is
\begin{equation}
S=W_E+W_u\frac{du}{dE}=W_E,
\end{equation}
and one more derivative gives the relaxed stiffness
\begin{equation}
C=W_{EE}+W_{Eu}\frac{du}{dE}=W_{EE}-W_{Eu}W_{uu}^{+}W_{uE}.
\label{eq:C}
\end{equation}
At a stable internal minimum the subtracted matrix is positive semidefinite. Diagonal constants therefore cannot rise on relaxation; off-diagonal ones may move either way.

The reflections also sort the displacements. The coupling $e_iW_{e_iu}u$ must be invariant, so to first order normal strains drive displacements that preserve the space group, and shears drive displacements that break it. If the original space group is imposed on the atomic displacements during a shear, the driven displacements are excluded and the fit returns the clamped shear constant; if the stress is also averaged over that group, the shear stress vanishes altogether. For shears, symmetry constraints on the atoms must be reduced to those of the strained crystal.

\section{Separating the orders}

Along a strain $E=hn$ the relaxed stress has the expansion
\begin{equation}
S(hn)=S_0+hCn+h^2p+h^3q+h^4r+\dots
\end{equation}
provided the relaxed structure varies smoothly. Half the difference and half the sum of a $\pm h$ pair are
\begin{align}
S_{\mathrm{odd}}&=hCn+h^3q+O(h^5),\\
S_{\mathrm{even}}&=S_0+h^2p+h^4r+O(h^6).
\end{align}
Residual stress and quadratic response thus leave the odd part before any fitting. The even part yields them separately. Since $dW/dh=n\cdot S$, two further derivatives at $h=0$ give
\begin{equation}
W'''(0)=2\,n\cdot p,
\end{equation}
which allows a check of $n\cdot p$ from energies along this line alone. The other components of $p$ require energies at strains off the line as well.

\section{Choosing the strain pattern}

For the normal block, two independent directions $a$ and $b$ supply six stress equations for six unknowns, yet they are insufficient. Symmetry of $C$ implies $a\cdot Cb=b\cdot Ca$, so one equation repeats the others. The undetermined part is any multiple of $mm^{T}$ with $m=a\times b$, because this matrix gives no stress for either strain. The rank is therefore five. With three independent directions, a matrix that annihilates all of them is zero, and the rank is six.

Shears can share these calculations. The patterns
\begin{equation}
e_1+e_4,\qquad e_2+e_5,\qquad e_3+e_6
\end{equation}
determine all nine constants. The first gives $C_{11},C_{12},C_{13}$ and $C_{44}$ from stress components 1 to 4; the others act likewise. Each off-diagonal constant is measured twice, and least squares averages the two values.

\section{Choosing the amplitude and the fit order}

Take amplitudes $\delta,2\delta,3\delta$ and a constant $c$ measured in one direction, such as $C_{11}$. The odd data are $y_k=c\,k\delta+q\,(k\delta)^3$, $k=1,2,3$, with $q$ now the relevant component. A straight-line fit through the origin gives
\begin{equation}
\hat c=\frac{\sum_k k\,y_k}{\delta\sum_k k^2}
=c+q\delta^2\,\frac{1+16+81}{1+4+9}=c+7q\delta^2 .
\label{eq:lin}
\end{equation}
If each computed stress has independent random error of standard deviation $\eta$, half a difference has variance $\eta^2/2$, and
\begin{equation}
\mathrm{var}(\hat c)=\frac{\eta^2}{2}\,\frac{14}{14^2\delta^2}
=\frac{\eta^2}{28\,\delta^2}.
\end{equation}
The mean-square error is $49q^2\delta^4+\eta^2/(28\delta^2)$. Setting its derivative to zero gives $196q^2\delta^3=\eta^2/(14\delta^3)$, hence
\begin{equation}
\delta_{\mathrm{best}}=\frac{1}{\sqrt{14}}
\left(\frac{\eta}{|q|}\right)^{1/3}.
\label{eq:best}
\end{equation}

Fitting the cubic term as well, with $A=c\delta$ and $B=q\delta^3$, leads to
\begin{equation}
14A+98B=\sum_k k y_k,\qquad 98A+794B=\sum_k k^3y_k .
\end{equation}
The determinant is $14\cdot794-98^2=1512$, so
\begin{equation}
\hat c=\frac{794\sum_k k y_k-98\sum_k k^3y_k}{1512\,\delta},\qquad
\mathrm{var}(\hat c)=\frac{794}{1512}\,\frac{\eta^2}{2\delta^2}.
\end{equation}
The bias is now of order $\delta^4$, but the standard error is larger by $\sqrt{14\cdot794/1512}=2.7$. The cubic option pays when curvature, not noise, limits the result.

One-sided data are less forgiving. Ignoring $S_0$ adds $S_0\sum k/(\delta\sum k^2)=3S_0/(7\delta)$ to the slope, which grows as the strain is reduced. An intercept removes this, but fitting a line to $k^2=1,4,9$ gives slope 4, so a bias $4p\delta$ remains.

\section{Choosing the force threshold}

Let $\Phi=V_0W$ be the energy of the cell, $H=\Phi_{uu}$ and $\Lambda=\Phi_{uE}$. If relaxation stops at a small distance $v$ from the minimum, the remaining gradient is $g=Hv$, and the errors are
\begin{equation}
\Delta S=\frac{1}{V_0}\Lambda^{T}H^{+}g,\qquad
\Delta\Phi=\tfrac12\,g^{T}H^{+}g .
\label{eq:force}
\end{equation}
The stress error is first order in the residual force, the energy error second order. A threshold adequate for energies may therefore be too loose for stresses.

It matters whether the error is even or odd in the strain. A residual force $g$ that is the same at $+h$ and $-h$ cancels in the odd part at leading order; because $\Lambda$ and $H$ vary with strain, an error of order $g$ remains in the slope, but it does not grow as $h$ is reduced. One proportional to $h$ goes straight into the slope and leaves no trace in the quality of the fit. A relaxation started from the reference positions and stopped at a fixed threshold leaves a force that reverses with the strain but whose size is set by the threshold; its slope error grows roughly as $1/h$ until it reaches the gap between the clamped and relaxed values. In the extreme case, the forces produced by a small strain already lie below the threshold, no atom moves, and the result is the clamped constant. If the atoms stop at a fixed fraction of the way, the slope lies between the clamped and relaxed values, so seeing them move is not enough. At the smallest amplitude, the remaining forces should be small compared with those the strain produces before relaxation. With a soft mode even this is not enough, because $H^{+}$ in Eq.~\eqref{eq:force} divides the force along each mode by its force constant. Tighten the threshold until the slope stops changing.

\section{Which stiffness comes out under residual stress}

The fit gives the tangent stiffness $C$ conjugate to $E$. The slope of the Cauchy stress is different. Inverting Eq.~\eqref{eq:pull}, $\sigma=J^{-1}FSF^{T}$. For small symmetric $\epsilon$, with $F=1+\epsilon$, $J^{-1}=1-\mathrm{tr}\,\epsilon$ and $E=\epsilon$ to first order,
\begin{equation}
\sigma-\sigma_0=C:\epsilon+\epsilon\sigma_0+\sigma_0\epsilon
-\mathrm{tr}(\epsilon)\,\sigma_0\equiv B:\epsilon .
\end{equation}
Let $\sigma_1,\sigma_2,\sigma_3$ be the residual stresses along the axes. A strain along axis 2 changes stress component 1 at the rate $B_{12}=C_{12}-\sigma_1$, while $B_{21}=C_{12}-\sigma_2$. Hence
\begin{equation}
B_{12}-B_{21}=\sigma_2-\sigma_1 .
\end{equation}
An asymmetric matrix of Cauchy slopes is thus expected when the residual stress is not hydrostatic. Averaging its two halves does not restore $C$.

A simple shear $F=1+\gamma\,\hat e_1\hat e_3^{T}$ also contains a rotation $\omega$ with $\omega_{13}=-\omega_{31}=\gamma/2$. It adds $\omega\sigma_0-\sigma_0\omega$ to the stress, whose 13 component is $\gamma(\sigma_3-\sigma_1)/2$. Symmetric stretches avoid this term. The full pull-back also removes it: for $F=RU$ the Cauchy stress is $R\sigma_UR^{T}$, and $R$ cancels in Eq.~\eqref{eq:pull}.

A spurious constant stress $\tau$ in the reported $\sigma$, for instance from an incomplete basis, is not wholly harmless. The pull-back turns it into $\tau+\mathrm{tr}(\epsilon)\tau-\epsilon\tau-\tau\epsilon$ to first order, so it changes $C$ by an amount of order $\tau$.

\section{A worked case}

The test crystal has space group $Pca2_1$ and twelve atoms on three general sites, one of cations and two of anions. A fixed list of 104 bonds per cell has energies $D(1-e^{-\alpha(\ell-\ell_0)})^2$, with $\ell$ the bond length, $\alpha=0.8$ bohr$^{-1}$, and $D=0.05$ hartree for cation--anion bonds and $0.01$ hartree for the rest. It is a network with round parameters; its constants are not predictions for any material. All bonds are unstrained in a cell of $10.0\times9.5\times9.6$ bohr. The reference cell, $10.1\times9.5\times9.5$ bohr, is stretched along the first axis and compressed along the third. Its residual stresses are $0.883$, $-0.125$ and $-4.392$ GPa.

Three patterns, three amplitudes ($0.004$, $0.008$, $0.012$) and two signs make 18 relaxed stresses. Selected constants in GPa, with site positions and the full set in the numerical output, are:
\begin{center}
\begin{tabular}{lrrrr}
 & clamped & Eq.~\eqref{eq:C} & cubic fit & stress-free cell\\
$C_{11}$ & 346.4 & 309.8 & 309.8 & 308.1\\
$C_{33}$ & 691.1 & 634.0 & 634.0 & 612.5\\
$C_{13}$ & 202.1 & 213.9 & 213.9 & 206.3\\
$C_{44}$ & 240.0 & 157.0 & 157.0 & 154.8
\end{tabular}
\end{center}
The fit and the second-derivative formula agree within $0.0002$ GPa for all nine constants. Relaxation lowers $C_{44}$ by 83 GPa; imposing the unstrained space group on the atoms would return 240 GPa, 53\% above the relaxed value. $C_{13}$ rises, as an off-diagonal constant may.

The clamped values satisfy $C_{13}=C_{55}$, $C_{23}=C_{44}$ and $C_{12}=C_{66}$. This comes from the pair energies. For a reference bond vector $d$, $\ell^2=d\cdot(1+2E)d$, so $\partial\ell/\partial E_{ij}=d_id_j/\ell$. Differentiating the bond energy $\varphi(\ell)$ twice at $E=0$ gives $(\varphi''/\ell^2-\varphi'/\ell^3)\,d_id_jd_kd_l$, symmetric in all four indices. Relaxation breaks the equalities: $C_{23}=223$ GPa but $C_{44}=157$ GPa.

\subsection{One stress, order by order}

At $E_{11}=2E_{23}=0.012$ the linear part of $S_{11}$ is $0.012\times309.771=3.717$ GPa. The complete sum, in GPa, is
\begin{equation}
0.88260+3.71725-0.19644+0.00646-0.00012=4.40975 .
\end{equation}
The terms are residual, linear, quadratic, cubic and quartic. The quadratic term is 5\% of the linear one. As an independent check, $W'''(0)$ along this direction is $-3665$ GPa both from energies and from the stress fit.

\subsection{Reading the amplitude choice}

The cubic term gives $q=0.00646/0.012^3\approx3.74\times10^3$ GPa. With $\delta=0.004$, Eq.~\eqref{eq:lin} predicts a bias of $7q\delta^2=0.42$ GPa in $C_{11}$ for the straight-line fit. One-sided data with an intercept would have the leading error $4p\delta$, where $p=-0.1964/0.012^2=-1.36\times10^3$ GPa: about $-22$ GPa. Ignoring the residual stress would add $3(0.883)/(7\times0.004)=95$ GPa.

Halving all amplitudes tests these orders. The norm of the error in the nine constants changes from 605 to 1159 GPa when residual stress is ignored, from 75.8 to 38.6 GPa with an intercept, and from 1.62 to 0.41 GPa for the linear odd fit. With cubic terms it falls by a factor of 16.

Noise changes the ranking. For $\eta=0.01$ GPa the standard error of $C_{11}$ is $0.47$ GPa in the linear fit and $1.28$ GPa in the cubic one. Combined with its bias, the linear fit has a root-mean-square error of $\sqrt{0.42^2+0.47^2}=0.63$ GPa and is the better choice here. Equation~\eqref{eq:best} gives $\delta_{\mathrm{best}}=0.0037$, close to the spacing used. At these amplitudes the cubic fit of $C_{11}$ wins once
\begin{equation}
\eta<\frac{0.42\ \mathrm{GPa}}{\sqrt{128^2-47^2}}\approx0.0035\ \mathrm{GPa},
\end{equation}
where 128 and 47 are the standard errors per unit $\eta$.

\subsection{Reading the residual effects}

The Cauchy slopes are $B_{12}=216.2$ and $B_{21}=217.2$ GPa; their difference, $-1.01$ GPa, equals $\sigma_2-\sigma_1$. The rotation in a simple shear shifts the 13 slope by $(-4.392-0.883)/2=-2.64$ GPa.

A larger effect is the change of $C$ itself: $C_{33}$ is 21.5 GPa higher in the stressed cell than in the stress-free one. This difference combines bond anharmonicity, bond tension and the changed reference geometry, which are not separated here. Fitting $S_0$ therefore does not deliver stress-free constants. If those are wanted, relax the cell first; for a layer clamped to a substrate, keep the in-plane lattice fixed and relax the axis normal to the layer, which is usually free of stress.

In one random displacement test, a largest residual force of $2.4\times10^{-4}$ hartree/bohr changed a stress component by up to $0.028$ GPa. Equation~\eqref{eq:force} reduced the error to below $10^{-4}$ GPa. Scaling this single case linearly, a stress error of $0.001$ GPa calls for forces near $10^{-5}$ hartree/bohr. That is a starting point for a convergence check, not a bound, and an optimistic one: a random displacement puts most of the force in stiff modes, while a stopped relaxation tends to leave it in soft ones, where $H^{+}$ is large. A stress error of $0.001$ GPa that reverses with the strain already shifts the slope at $h=0.004$ by $0.25$ GPa.

\section{Soft modes and the limit of the method}

Near a structural instability the useful strain range shrinks. Consider a shear $e$ coupled to one symmetry-breaking coordinate $u$, with
\begin{equation}
W=\tfrac12C_{\mathrm{cl}}e^2+\lambda eu+\tfrac12\kappa u^2+\tfrac14\beta u^4,
\qquad \kappa,\beta>0 .
\end{equation}
Both $e$ and $u$ change sign under the broken reflection, which excludes $u^3$ and $eu^2$; the allowed terms $e^4$, $e^3u$, $e^2u^2$ and $eu^3$ are neglected. Relaxation requires $\kappa u+\beta u^3=-\lambda e$. Inserting the leading solution $u=-\lambda e/\kappa$ into the cubic term,
\begin{equation}
u=-\frac{\lambda e}{\kappa}+\frac{\beta\lambda^3e^3}{\kappa^4}+\dots,
\qquad
S=\Big(C_{\mathrm{cl}}-\frac{\lambda^2}{\kappa}\Big)e
+\frac{\beta\lambda^4}{\kappa^4}e^3+\dots
\end{equation}
The cubic term is small compared with the relaxation term $\lambda^2e/\kappa$ when
\begin{equation}
|e|\ll\frac{\kappa^{3/2}}{|\lambda|\sqrt{\beta}} .
\end{equation}
For $\kappa\to\infty$ the clamped result returns. For $\kappa\to0$ at prescribed strain this window closes as $\kappa^{3/2}$, and an amplitude suited to a stiff crystal becomes too large. A crystal free to shear becomes unstable earlier, at $\kappa=\lambda^2/C_{\mathrm{cl}}$, where the relaxed stiffness vanishes; near that point the cubic term must be compared with the whole linear term. The worked case is not soft in this sense. Its lowest nonzero internal force constant is $0.059$ hartree/bohr$^2$, and although relaxation removes 35 to 45\% of each clamped shear constant, the errors of the odd fits fall by factors of 4.0 and 16 on halving the amplitudes, as they do when the strains lie well inside the window.

The expansion also fails if a strain switches the polarization or moves the atoms to another minimum. Compare the relaxed structures at $+h$ and $-h$, and confirm that they return continuously to the reference as $h$ decreases. In a polar insulator the electrical condition must be the same in every calculation, because it can change both the clamped stiffness and the energy the atoms minimize. The test network contains no macroscopic field and does not probe that dependence.

\section*{Computed values}
\begin{verbatim}
unstrained cell a b c (bohr): [10.   9.5  9.6]
reference cell a b c (bohr): [10.1  9.5  9.5]
site fractional coordinates: [[0.03, 0.27, 0.0], [0.35, 0.05, 0.15], [0.27, 0.45, 0.75]]
Morse: alpha 0.8 1/bohr; cation-anion depth 0.05 hartree; other 0.01 hartree
bond cutoff 7.05 bohr; atoms 12; bonds per cell 104
lowest nonzero internal force constant 0.05920 hartree/bohr^2
strain amplitudes: [0.004 0.008 0.012] ; relaxed stress calculations: 18
rank, two / three normal directions (6 unknowns): 5 / 6
rank, three mixed directions (9 unknowns): 9
1 hartree/bohr^3 = 29421.02 GPa
residual stress 11 22 33, direct (GPa): [ 0.8826 -0.1246 -4.3918]
residual stress 11 22 33, even fit (GPa): [ 0.8826 -0.1246 -4.3918]
constants (GPa): clamped | relaxed formula | fit | fit-formula | stress-free cell
  C11   346.411   309.771   309.771    0.00017   308.101
  C22   639.811   512.080   512.080   -0.00003   511.495
  C33   691.143   633.971   633.971    0.00009   612.463
  C12   216.346   217.121   217.121   -0.00013   219.630
  C13   202.104   213.906   213.906   -0.00008   206.338
  C23   240.048   223.395   223.395   -0.00007   215.505
  C44   240.048   156.987   156.987    0.00008   154.787
  C55   202.104   112.216   112.216    0.00007   108.720
  C66   216.346   118.714   118.714    0.00018   116.024
norm of error in nine constants (GPa): full amplitudes | half | ratio
  one-sided, residual stress ignored: 605.08540 | 1158.92564 | 0.522
  one-sided, with intercept: 75.79021 | 38.61655 | 1.963
  odd part, linear: 1.62272 | 0.40571 | 4.000
  odd part, linear + cubic: 0.00033 | 0.00002 | 16.036
S11 at E11 = 2*E23 = 0.012 (GPa): 4.40975
  residual part (GPa): 0.88260
  linear part (GPa): 3.71725
  quadratic part (GPa): -0.19644
  cubic part (GPa): 0.00646
  quartic part (GPa): -0.00012
  unexplained remainder (GPa): -0.000000
third energy derivative along e1+e4 (GPa): energy -3665.04, stress fit -3664.99
Cauchy slopes (GPa): B12 216.238, B21 217.246, difference -1.007
rotation term in the 13 slope of simple shear (GPa): -2.637
incomplete relaxation: largest force 2.38e-04 hartree/bohr
  largest stress error (GPa): 0.0277; after correction 0.000083
stress noise 0.010 GPa gives standard errors (GPa):
  linear: C11 0.472, C12 0.334, C44 0.472
  linear + cubic: C11 1.281, C12 0.906, C44 1.281
\end{verbatim}
